# Gate-offset screening in the static functional renormalization group of the Anderson dot, part 2

A quantum dot with one orbital and two spin states has the Hamiltonian

$$
H_{\rm dot}=V_g\sum_\sigma n_\sigma+U\left(n_\uparrow-\tfrac12\right)\left(n_\downarrow-\tfrac12\right),
$$

where $V_g$ is the gate offset from the particle-hole symmetric point and $U$ the interaction. Wide-band leads give the level the half width $\Gamma$. The chemical potential, temperature and magnetic field are zero, and $\hbar=1$. The problem is to find the static level $V$ left by a truncated functional renormalization-group flow from $\Lambda=\infty$ to $\Lambda=0$, and to decide where the gate should enter when the cutoff is smooth.

The propagator is $G(i\omega)=1/[Q(i\omega)-V]$ with $Q(i\omega)=i\omega+i\Gamma\,{\rm sgn}\,\omega$, and the occupation per spin $n$ obeys $n-\tfrac12=\int\frac{d\omega}{2\pi}\,G(i\omega)$. The regulator replaces $Q$ by $Q_\Lambda$. A frequency cutoff has $Q_\Lambda=Q/\theta$, so $G_\Lambda=\theta/(Q-\theta V)$; the sharp one has $\theta=1$ for $|\omega|>\Lambda$ and $\theta=0$ otherwise. With the gate in the self-energy, $V(\infty)=V_g$. The vertex is frozen at $U$ between opposite spins and vanishes between equal spins. The sharp cutoff then gives

$$
\frac{dV}{d\Lambda}=\frac U\pi\,\frac{V}{(\Gamma+\Lambda)^2+V^2}.
$$

For $|V|\ll\Gamma$ this yields the exponential (linear) law

$$
V(0)=V_g\,e^{-U/(\pi\Gamma)}=V_ge^{-u},\qquad u=U/(\pi\Gamma).
$$

Self-consistent Hartree theory gives instead $V=V_g/(1+u)$ for a small offset.

A test of signs used two Grassmann modes, $N_a=\bar\psi_a\psi_a$, with weight $\exp\big(\sum_aQ_aN_a-S_{\rm rest}\big)$, $S_{\rm rest}=gN_1N_2$ and $Q_1=Q_2=Q$. Its full vertex is $\gamma=g(1-g/Q^2)^2$, so a repulsive interaction is a positive vertex.

The example has $U=2$ meV, $\Gamma=0.5$ meV and $V_g=0.05$ meV, hence $u=1.273$, $e^{-u}=0.280$ and a final level of 14.0 µeV. The occupation per spin is $0.468$ without interaction and $0.491$ after the flow.

## Other regulators and the limits of the law

The quantities carried over are these. The inverse propagator without gate and interaction is $Q=i\omega+i\Gamma\,{\rm sgn}\,\omega$, where $\Gamma$ is the half width. The static level $V$ starts at the gate offset $V_g$ and obeys $dV/d\Lambda=U\,\partial_\Lambda n_\Lambda(V)$ at fixed $V$, with $n_\Lambda-\tfrac12=\int\frac{d\omega}{2\pi}\,(Q_\Lambda-V)^{-1}$. A sharp cutoff and a broadening $\Gamma\to\Gamma+\Lambda$ both give $V(0)=V_ge^{-u}$ for small offsets, with $u=U/(\pi\Gamma)$. The example has $U=2$ meV, $\Gamma=0.5$ meV and $V_g=0.05$ meV.

The linear law does not depend on the form of the regulator, provided that $Q_\Lambda$ is odd in $\omega$, as particle-hole symmetry requires. Expand

$$
\frac1{Q_\Lambda-V}=\frac1{Q_\Lambda}+\frac V{Q_\Lambda^2}+\frac{V^2}{Q_\Lambda^3}+\dots
$$

The first and third terms are odd and integrate to zero. At linear order the flow is therefore

$$
\frac{d\ln V}{d\Lambda}=U\frac{d\chi_\Lambda}{d\Lambda},\qquad
\chi_\Lambda=\int\frac{d\omega}{2\pi}\frac1{Q_\Lambda^2}.
$$

The right-hand side is a total derivative, so the result depends on the end points alone. No propagation at the start means $\chi_\infty=0$. At the end

$$
\chi_0=-\frac1\pi\int_0^\infty\frac{d\omega}{(\omega+\Gamma)^2}=-\frac1{\pi\Gamma},
$$

and $\ln[V(0)/V_g]=U\chi_0=-u$.

This argument needs the gate to be part of $V$. Suppose instead that it is placed in the bare propagator and a smooth factor $\theta(\omega)$ multiplies that propagator. Let $S$ be the part of the level produced by the interaction, with $S=0$ at the start. The full propagator is

$$
G_\Lambda=\left[\frac{Q-V_g}\theta-S\right]^{-1}=\frac{\theta}{Q-V_g-\theta S}
=\frac\theta Q+\frac{\theta V_g}{Q^2}+\frac{\theta^2S}{Q^2}+\dots
$$

The gate now comes with one factor $\theta$ and the interaction part with two. With $\chi_j=\int\frac{d\omega}{2\pi}\,\theta^j/Q^2$ the linear flow reads

$$
\frac{dS}{d\Lambda}=U\left(V_g\frac{d\chi_1}{d\Lambda}+S\frac{d\chi_2}{d\Lambda}\right).
$$

To first order in $U$, $S=U\chi_1V_g$. Inserting this in the last term and using $\chi_1=\chi_2=\chi_0$ at $\Lambda=0$, we find for the final level $V=V_g+S$, to second order in $U$,

$$
\frac V{V_g}=1+U\chi_0+U^2\int\chi_1\,d\chi_2
=1-u+\frac{u^2}2+U^2\int(\chi_1-\chi_2)\,d\chi_2 ,
$$

where the integrals follow the flow from $\Lambda=\infty$ to $0$, and $\int\chi_2\,d\chi_2=\chi_0^2/2$ was separated off. Since $Q^2<0$ and $0\le\theta\le1$, the difference $\chi_1-\chi_2$ is not positive. As $\Lambda$ falls $\theta$ grows, so $d\chi_2$ is not positive either. The extra term therefore weakens the screening. It vanishes for a step, for which $\theta^2=\theta$.

Consider the family $\theta=\omega^{2m}/(\omega^{2m}+\Lambda^{2m})$, which becomes steeper as $m$ grows. With $U/\Gamma=4$ and $V_g=0.001\,\Gamma$ held fixed, numerical integration gives $V/V_g=0.2799$ for $m=1$ and for $m=8$ when the gate is in the initial self-energy, the same as for the sharp cutoff. With the gate in the bare propagator the ratios are $0.342$ for $m=1$ and $0.289$ for $m=8$, that is, 22% and 3.3% above the law. For a smooth multiplicative cutoff in this truncation, the initial self-energy is thus the place for the gate if the result is to be independent of the cutoff's shape at linear order.

For larger offsets some dependence on the regulator remains even then. The cubic term of $\theta/(Q-\theta V)$ is $\theta^4V^3/Q^4$, and its weight changes with $\Lambda$ differently from that of the linear term, so the flow is no longer fixed by end points. The effect is modest here: for $V_g=\Gamma$ and the same $U$, the final level is $0.30082\,\Gamma$ with the sharp cutoff and $0.29895\,\Gamma$ with $m=1$, a difference of 0.6%.

How small the offset must be can be read from the sharp-cutoff equation. Let $x=\Gamma/(\Gamma+\Lambda)$, which runs from 0 to 1, and $v=V/\Gamma$. Then $d\Lambda=-\Gamma\,dx/x^2$, and

$$
\frac{dv}{dx}=-\frac{\Gamma}{x^2}\,\frac U{\pi}\,\frac{v}{\Gamma^2/x^2+\Gamma^2v^2}
=-\frac{u\,v}{1+x^2v^2}.
$$

We divide by $v$, expand the denominator to first order in $v^2$, and insert the linear solution $v=(V_g/\Gamma)e^{-ux}$ in the small term:

$$
\ln\frac{V(0)}{V_g}=-u+u\left(\frac{V_g}\Gamma\right)^2\int_0^1x^2e^{-2ux}\,dx+\dots
$$

In the example the correction is $7.2\times10^{-4}$. The full equation accordingly gives $0.014006$ meV, against $0.013996$ meV from the linear law. At $V_g=\Gamma$ the full result, $0.301\,\Gamma$, lies 7% above the linear one.

The interaction was frozen by assumption, and it is worth seeing what happens when its static value may flow. At second order two electrons of opposite spin can scatter twice as a pair, with propagators $G(i\omega)G(-i\omega)$, or in the crossed order, with $G(i\omega)^2$. A closed loop between the two interactions would need a coupling of equal spins, which is absent. Call the two frequency integrals $P$ and $H$. The effective interaction at zero external frequency is

$$
U_{\rm eff}=U-U^2(P+H).
$$

The sign of the first term follows from an isolated empty level at $V>0$, where $P=\int\frac{d\omega}{2\pi}\frac1{\omega^2+V^2}=\frac1{2V}$: second-order scattering of two electrons at zero total energy through a state of energy $2V$ gives $-U^2/(2V)$. The two-mode vertex found earlier, $g(1-g/Q^2)^2=g-2g^2/Q^2+\dots$, fixes the second sign. There both processes have the same value $1/Q^2$, their total coefficient is $-2$, and the first one supplies $-1$.

For the sharp cutoff, with $w=\omega+\Gamma$, the two integrands add up to

$$
\frac1{w^2+V^2}+{\rm Re}\,\frac{(-iw-V)^2}{(w^2+V^2)^2}
=\frac{(w^2+V^2)+(V^2-w^2)}{(w^2+V^2)^2}=\frac{2V^2}{(w^2+V^2)^2}.
$$

Each frequency $\omega>0$ counts twice, so $P+H=\frac1\pi\int_\Lambda^\infty d\omega\,2V^2/(w^2+V^2)^2$. Differentiating at fixed $V$ and using the current interaction on the right gives

$$
\frac{dU}{d\Lambda}=\frac{2U^2V^2}{\pi\left[(\Gamma+\Lambda)^2+V^2\right]^2}.
$$

The change of $U$ is of order $V_g^2$. Keeping $U$ fixed is thus consistent at linear order within the static truncation. In the example $U$ falls from $2$ to $1.997$ meV, and the final level becomes $0.01402$ meV.

What the truncation does leave out at linear order is the frequency dependence of vertex and self-energy and, from third order in $U$, further contributions to the vertex. To judge their effect we need the level of the full model at zero frequency, $V_{\rm ex}=V_g+\Sigma(0)$, where $\Sigma$ now denotes the interaction part. We take from Fermi-liquid theory the Friedel relation $n-\tfrac12=-\arctan(V_{\rm ex}/\Gamma)/\pi$, which ties $V_{\rm ex}$ to the charge of the ground state.

At weak coupling $\Sigma(0)$ consists of the Hartree part $U(n-\tfrac12)=-uV_{\rm ex}$ and a second-order part, which in imaginary time is $\Sigma_2(\tau)=-U^2G(\tau)^2G(-\tau)$. For an isolated symmetric level $G(\tau)=-\tfrac12{\rm sgn}\,\tau$, and the formula gives $U^2/(4i\omega)$. With this self-energy the propagator $1/[i\omega-U^2/(4i\omega)]$ has its poles at the energies $\pm U/2$ of the isolated level, so the sign is right. For small $V$ write $G(\tau)=g(\tau)+Vh(\tau)$, with $g$ odd and $h$ even. Then

$$
G(\tau)^2G(-\tau)=(g+Vh)^2(-g+Vh)=-g^3-Vg^2h+O(V^2),
$$

and the odd term drops out of the time integral: $\Sigma_2(0)=U^2V\int d\tau\,g^2h$. With $t=\Gamma\tau>0$, the Fourier integrals of $1/Q$ and $1/Q^2$ are

$$
g=-\frac{F(t)}\pi,\qquad h=-\frac{1-tF(t)}{\pi\Gamma},\qquad F(t)=\int_0^\infty\frac{\sin(tx)}{1+x}\,dx ,
$$

where the form of $h$ follows from one integration by parts. Both signs of $\tau$ contribute equally, and $U^2=\pi^2\Gamma^2u^2$, so

$$
\Sigma_2(0)=-\frac{2u^2}\pi\,I\,V,\qquad I=\int_0^\infty F^2(1-tF)\,dt .
$$

Solving $V_{\rm ex}=V_g-uV_{\rm ex}-(2I/\pi)u^2V_{\rm ex}$ to second order gives

$$
\frac{V_{\rm ex}}{V_g}=1-u+\left(1-\frac{2I}\pi\right)u^2+\dots
$$

Numerical integration yields $0.5326$ for the last coefficient, in agreement with $3-\pi^2/4$, the coefficient obtained by expanding the Bethe-ansatz formula quoted below to second order in $u$. The exponential law has $0.5$ and Hartree theory has $1$. The truncated flow is thus close to the second-order result, though not equal to it.

At strong coupling, $U\gg\Gamma$, the dot holds one electron and its charge changes through virtual tunnelling. The electron can leave for an empty lead state at energy $e$, at the cost $e+U/2-V_g$, or a second one can enter from a filled state at $-e$, at the cost $e+U/2+V_g$. To lowest order in $\Gamma$, and up to a constant,

$$
E=V_g-\frac\Gamma\pi\int_0^\infty de\left[\frac1{e+U/2-V_g}+\frac1{e+U/2+V_g}\right].
$$

The upper limit stands for the band edge, which does not affect the second derivative. At $V_g=0$ that derivative is

$$
\frac{d^2E}{dV_g^2}=-\frac{4\Gamma}\pi\int_0^\infty\frac{de}{(e+U/2)^3}=-\frac{8\Gamma}{\pi U^2}.
$$

Since $dE/dV_g=2n$, the slope per spin is $dn/dV_g=-4\Gamma/(\pi U^2)$. The linear Friedel relation, $V_{\rm ex}=-\pi\Gamma(n-\tfrac12)$, then gives $V_{\rm ex}/V_g=(2\Gamma/U)^2$. The offset in the full model falls as a power of $U$, and the exponential law fails at large $U/\Gamma$.

Between these limits we use the Bethe-ansatz charge response, quoted here without derivation:

$$
\frac{V_{\rm ex}}{V_g}=\frac\pi4\int_{-1}^1dx\,\cos\frac{\pi x}2\;e^{-\pi^2u(1-x^2)/8}.
$$

At $u=0$ it equals 1. At large $u$ the two ends of the interval dominate. With $y=1-|x|$ they give $\frac{\pi^2}4\int_0^\infty y\,e^{-\pi^2uy/4}dy=4/(\pi^2u^2)=(2\Gamma/U)^2$, the power law just found. The ratios are:

| $U/\Gamma$ | $e^{-u}$ | Hartree | Bethe ansatz |
|---|---|---|---|
| 1 | 0.727 | 0.759 | 0.730 |
| 4 | 0.280 | 0.440 | 0.297 |
| 8 | 0.078 | 0.282 | 0.103 |
| 16 | 0.0061 | 0.164 | 0.0219 |

Relative to the Bethe-ansatz value, the exponential is 6% low at $U/\Gamma=4$ and 24% low at 8; at 16 it is too small by a factor of 3.6.

The parameters of the example are chosen for illustration and do not describe a particular device. In a real semiconductor dot the assumption of a single orbital is open to doubt. Take a rough orbital spacing of 5 meV, one neighbour above and one below, each 5 meV $+\,U/2=6$ meV from the chemical potential, with the same $\Gamma$ and the same repulsion. If their levels are assumed to shift by the same $V$ as the central one, their charge response adds $4U\Gamma/[\pi(6^2+0.5^2)\,\text{meV}^2]=0.035$ to the exponent, which would lower the final level by a few per cent. The assumption does not hold through the flow, however. The neighbours feel both spins of the central orbital, so without their own response their levels would shift by $V_g+2(V-V_g)=2V-V_g$, which ends at $-0.44\,V_g$, opposite in sign to the central shift. The figure 0.035 is therefore not a reliable estimate. Integrating the static sharp-cutoff flow for all three orbitals together, each with its own lead channel and starting at $V_g$ and $V_g\pm5$ meV, gives $V(0)/V_g=0.241$ in place of $0.280$: the exponent grows by $0.15$ and the level falls by 14%. At a spacing of 20 meV the exponent grows by $0.017$. The single-orbital law should be used only where the orbital spacing is much larger than $U$ and $\Gamma$. Within the single-orbital model, the contributions left out by the truncation raise the level by about 6%: the Bethe-ansatz ratio would give 14.9 µeV in place of 14.0. Thermal smearing of the non-interacting response at 0.1 K and a lead half bandwidth of 1 eV change the exponent by about $-0.001$ and $+0.0004$. The spin response sets a lower energy scale than $\Gamma$. Exchanging particles and holes for one spin turns charge into spin and $U$ into $-U$, so the Bethe-ansatz formula at $-u$ gives its enhancement, 3.7, and $\Gamma/3.7$ corresponds to roughly 1.6 K. The zero-temperature treatment is therefore reasonable at 0.1 K.

## Numbers as computed

```
interaction U = 2.000 meV
half width Gamma = 0.500 meV
gate offset Vg = 0.0500 meV
U/Gamma = 4.000
exponent u = U/(pi Gamma) = 1.27324
reduction factor exp(-u) = 0.27992
final level, linear law = 0.013996 meV = 13.996 ueV
final level, full frozen-U flow = 0.014006 meV
leading curvature correction to ln(V/Vg) = 7.218e-04
occupation per spin, U = 0 = 0.46827
occupation per spin, after flow = 0.49109
Regulator test, V/Vg at Vg = 0.001 Gamma:
  sharp cutoff = 0.279923
  smooth m=1, gate in self-energy = 0.279923
  smooth m=8, gate in self-energy = 0.279923
  smooth m=1, gate in bare propagator = 0.341661
  smooth m=8, gate in bare propagator = 0.289129
Large offset Vg = Gamma, final V/Gamma:
  sharp or reservoir = 0.30082
  smooth m=1 = 0.29895; smooth m=8 = 0.30037
Ratio V/Vg: U/Gamma, exponential, Hartree, benchmark, (2Gamma/U)^2
   1  0.727377  0.758547  0.729872  4.000000
   2  0.529078  0.611015  0.536638  1.000000
   4  0.279923  0.439901  0.297476  0.250000
   8  0.078357  0.281970  0.103196  0.062500
  16  0.006140  0.164124  0.021868  0.015625
  32  0.000038  0.089398  0.004483  0.003906
u^2 coefficient: computed = 0.53260, exponential = 0.50000
Neglected effects in the example:
  dynamics: benchmark ratio = 0.29748
  exponential relative to benchmark = -5.90 %
  flowing U: final U = 1.997118 meV, V = 0.014016 meV
  temperature = 0.10 K, kT = 0.00862 meV
  thermal change of exponent = -1.239e-03
  spin response enhancement = 3.7400
  rough spin scale Gamma/enhancement = 1.55 K
  orbital spacing = 5.0 meV
  neighbour-orbital change of exponent = 0.0351
  lead half bandwidth = 1000 meV
  finite-band change of exponent = 4.051e-04
```
